# Two-Carrier Magnetoresistance and Its Limits in Compensated Metals

## A rise from two carrier types

Take a metal film with \(2\times10^{22}\) electrons and as many holes per cm³, with mobilities of 300 and 200 cm²/Vs. In the model below, a field of 9 T normal to the film raises its resistivity from 0.6242 to 0.6545 µΩ cm, or by 4.86 %. With the holes removed, the same model gives no rise at any field. Why does a second carrier type matter, and why does the rise never level off when the two densities are equal?

## Model and conventions

The electron density is \(n\), the hole density \(p\), and the mobilities \(\mu_e,\mu_h\) are positive, isotropic and independent of field. The elementary charge is \(e>0\). Current density \(J\) flows along \(x\), the field \(B\) points along \(z\), and no net charge current flows along \(y\). Edges and surfaces are ignored at first. Magnetoresistance (MR) means \(\rho(B)/\rho(0)-1\).

In the steady state the electric and magnetic forces balance friction:

\[
\mathbf v_h=\mu_h(\mathbf E+\mathbf v_h\times\mathbf B),\qquad
\mathbf v_e=-\mu_e(\mathbf E+\mathbf v_e\times\mathbf B).
\]

Write each in-plane vector as a complex number, \(v=v_x+iv_y\). Since \(\mathbf v\times\mathbf B=(v_yB,-v_xB)\), the magnetic term becomes \(v_yB-iv_xB=-iBv\). Therefore

\[
v_h(1+i\mu_hB)=\mu_hE,\qquad v_e(1-i\mu_eB)=-\mu_eE .
\]

The current is \(pev_h-nev_e=SE\), with

\[
S=e\left[\frac{n\mu_e}{1-i\mu_eB}+\frac{p\mu_h}{1+i\mu_hB}\right].
\]

Because the total current lies along \(x\), \(J\) is real and \(E=J/S\). The resistivity is \(\rho=E_x/J=\mathrm{Re}(1/S)\), and the Hall field is \(E_y=J\,\mathrm{Im}(1/S)\). For one carrier type, \(1/S\) has a real part without \(B\): the Hall field cancels the magnetic force on every carrier, and the MR is zero.

## The general law

Over a common denominator,

\[
\frac1S=\frac{(1-i\mu_eB)(1+i\mu_hB)}{e\,[\,n\mu_e(1+i\mu_hB)+p\mu_h(1-i\mu_eB)\,]}
=\frac{1+\mu_e\mu_hB^2+i(\mu_h-\mu_e)B}{e\,[\,A+i(n-p)\mu_e\mu_hB\,]},
\]

where \(A=n\mu_e+p\mu_h\). Multiply above and below by the conjugate of the bracket and keep the real part:

\[
e\rho=\frac{A(1+\mu_e\mu_hB^2)+(\mu_h-\mu_e)(n-p)\mu_e\mu_hB^2}{A^2+(n-p)^2\mu_e^2\mu_h^2B^2}.
\]

The terms in \(B^2\) combine through \(A+(\mu_h-\mu_e)(n-p)=n\mu_h+p\mu_e\). Now multiply by \(A=1/(e\rho(0))\) and subtract 1. The terms \(A^2\) cancel, leaving in the numerator \(\mu_e\mu_hB^2\) times

\[
(n\mu_e+p\mu_h)(n\mu_h+p\mu_e)-(n-p)^2\mu_e\mu_h
=np(\mu_e^2+\mu_h^2+2\mu_e\mu_h).
\]

The squares \(n^2\) and \(p^2\) have dropped out. Hence

\[
\frac{\rho(B)}{\rho(0)}-1=
\frac{np\,\mu_e\mu_h(\mu_e+\mu_h)^2B^2}{(n\mu_e+p\mu_h)^2+(p-n)^2\mu_e^2\mu_h^2B^2}.
\]

If both densities are nonzero and unequal, the MR tends at high field to

\[
M_\infty=\frac{np(\mu_e+\mu_h)^2}{(p-n)^2\mu_e\mu_h},
\]

and reaches half of this where the two terms of the denominator are equal, at

\[
B_s=\frac{n\mu_e+p\mu_h}{|p-n|\,\mu_e\mu_h}.
\]

## Equal densities

For \(n=p\) the imaginary term in the bracket vanishes:

\[
\frac1S=\frac{1+\mu_e\mu_hB^2+i(\mu_h-\mu_e)B}{ne(\mu_e+\mu_h)} .
\]

The real part gives the result sought,

\[
\boxed{\frac{\rho(B)}{\rho(0)}=1+\mu_e\mu_hB^2},\qquad \rho(0)=\frac1{ne(\mu_e+\mu_h)} .
\]

It holds at every field within this model. For the film, \(\mu_eB=0.27\) and \(\mu_hB=0.18\), so the MR is \(0.27\times0.18=0.0486\). Doubling the field to 18 T multiplies it by four, to 0.1944.

The imaginary part gives the Hall coefficient \(R_H=E_y/(JB)=\rho(0)(\mu_h-\mu_e)\). Here it is \(6.242\times10^{-7}\,\Omega\,\mathrm{cm}\times(-100\ \mathrm{cm^2/Vs})=-6.242\times10^{-5}\) cm³/C. Compensation removes the Hall field only if the mobilities are also equal.

Three measured quantities then fix the three parameters of an ideal compensated sample. Let \(d=R_H/\rho(0)=\mu_h-\mu_e\) and \(P=\mathrm{MR}/B^2=\mu_e\mu_h\). Since \((\mu_e+\mu_h)^2=d^2+4P\),

\[
\mu_{h,e}=\tfrac12\left(\sqrt{d^2+4P}\pm d\right),\qquad n=\frac1{e\rho(0)\sqrt{d^2+4P}} .
\]

With \(d=-100\) cm²/Vs and \(P=6\times10^4\) (cm²/Vs)², the root is 500 cm²/Vs, which returns the mobilities 300 and 200.

## Where the extra resistance comes from

Put \(E=J/S\) for \(n=p\) back into each carrier's current. One factor of the numerator cancels in each case:

\[
J_h=\frac{\mu_h(1-i\mu_eB)}{\mu_e+\mu_h}J,\qquad
J_e=\frac{\mu_e(1+i\mu_hB)}{\mu_e+\mu_h}J .
\]

The parts along \(x\) do not depend on the field. Along \(y\) there are opposite currents \(\mp\mu_e\mu_hBJ/(\mu_e+\mu_h)\), here 0.108 of \(J\). Opposite currents of opposite charges mean that electrons and holes drift the same way, towards \(-y\). One Hall field cannot stop both.

The magnetic force does no work, so the heat comes from friction alone:

\[
\frac{|J_h|^2}{ne\mu_h}+\frac{|J_e|^2}{ne\mu_e}
=\frac{\mu_h(1+\mu_e^2B^2)+\mu_e(1+\mu_h^2B^2)}{ne(\mu_e+\mu_h)^2}J^2
=\rho(0)(1+\mu_e\mu_hB^2)J^2 .
\]

The MR is the friction of the sideways drift of pairs. In a bar with edges, that drift can persist only if pairs recombine at or near one edge and are generated at or near the other; in a ring with radial current it closes on itself and needs neither.

## A strip of finite width

Let a compensated strip occupy \(|y|<w/2\), and write \(x_B=\mu_e\mu_hB^2\). Near the edges the densities shift slightly, so each carrier has its own transverse driving field, \(F_h=-d\phi_h/dy\) or \(F_e=-d\phi_e/dy\), where \(\phi_{h,e}\) are electrochemical potentials divided by charge. An excess of pairs makes \(\Delta=\phi_h-\phi_e\) positive. To first order in the current, recombination is proportional to \(\Delta\), and the hole current \(j\) along \(y\) obeys

\[
\frac{dj}{dy}=-r\Delta ,
\]

with \(r\) taken as independent of field. The electron current along \(y\) is \(-j\), and \(E_x\) is uniform.

With \(\sigma_h=ne\mu_h\) and \(\sigma_e=ne\mu_e\), force balance along \(x\) gives \(J_{hx}=\sigma_hE_x+\mu_hBj\) and \(J_{ex}=\sigma_eE_x+\mu_eBj\). Along \(y\) it gives \(j=\sigma_hF_h-\mu_hBJ_{hx}\) and \(-j=\sigma_eF_e+\mu_eBJ_{ex}\). Eliminating the \(x\) currents,

\[
F_h=\frac{1+\mu_h^2B^2}{\sigma_h}j+\mu_hBE_x,\qquad
F_e=-\frac{1+\mu_e^2B^2}{\sigma_e}j-\mu_eBE_x .
\]

Their difference is

\[
-\frac{d\Delta}{dy}=Kj+(\mu_e+\mu_h)BE_x,\qquad
K=\frac{(\mu_e+\mu_h)(1+x_B)}{ne\mu_e\mu_h}.
\]

Differentiating the continuity equation and inserting this,

\[
\frac{d^2j}{dy^2}=\frac{j-j_b}{L^2},\qquad
j_b=-\frac{ne\mu_e\mu_hBE_x}{1+x_B},\qquad L=\frac1{\sqrt{rK}}=\frac{L_0}{\sqrt{1+x_B}},
\]

where \(L_0\) is the recombination length at zero field. No carriers cross the edges, and I assume that none recombine or are generated on the edge surfaces themselves, so \(j(\pm w/2)=0\) and

\[
j=j_b\left[1-\frac{\cosh(y/L)}{\cosh(w/2L)}\right],\qquad
\langle j\rangle=j_b\left(1-\frac{\tanh u}{u}\right),\quad u=\frac{w}{2L}.
\]

The mean current along \(x\) is \((\sigma_e+\sigma_h)E_x+(\mu_e+\mu_h)B\langle j\rangle\). Dividing by its zero-field value,

\[
\frac{\sigma_{\rm eff}}{\sigma_0}=1-\frac{x_B}{1+x_B}\left(1-\frac{\tanh u}{u}\right)
=\frac1{1+x_B}+\frac{x_B}{1+x_B}\frac{\tanh u}{u}.
\]

For \(u\to0\) the sideways drift is blocked and the MR disappears. For a wide strip the first term gives the quadratic law, while the second is conduction along the edges, where \(j\) is small. At \(x_B\gg1\) and \(u\gg1\) the terms are about \(1/x_B\) and \(2L_0/(w\sqrt{x_B})\). The quadratic law therefore needs \(w\gg2L_0\sqrt{1+x_B}\). If instead the edge term dominates,

\[
\frac{\rho_{\rm eff}}{\rho(0)}\simeq\frac{w\sqrt{\mu_e\mu_h}}{2L_0}\,B ,
\]

which grows without saturation, but linearly.

For the film I assume \(L_0=200\) nm, of the order of the mean free path. A Hall bar 10 µm wide then has an MR of 4.7 %, and a line 1 µm wide 2.9 %, against 4.86 % without edges. These are estimates, since a diffusive description is rough when \(L_0\) is so short, and the narrow line is sensitive to the assumed value: its MR runs from 4.1 % to 1.6 % as \(L_0\) goes from 80 to 400 nm.

## Film surfaces

Let the film have thickness \(t=400\) nm and surfaces that scatter diffusely. For spherical pockets the Fermi wave number is \(k_F=(3\pi^2n)^{1/3}\), and the mean free paths \(\hbar k_F\mu/e\) are 166 nm for electrons and 111 nm for holes. These are not small beside \(t\).

A normal field leaves the velocity component along the normal unchanged. Consider holes of speed \(v\) and direction cosine \(c>0\) to the normal, with mass \(m\), relaxation time \(\tau\), \(\mu=e\tau/m\) and \(l=v\tau\). Their drift \(s\) starts from zero at the surface they leave:

\[
vc\frac{ds}{dz}=\frac{eE}{m}-\frac{ieB}{m}s-\frac s\tau .
\]

Multiply by \(\tau\) and set \(s=\mu Eg\). Then \(lc\,g'+ag=1\), with \(a=1+i\mu B\); for electrons \(a=1-i\mu B\). The solution with \(g(0)=0\) is \(g=(1-e^{-az/lc})/a\), whose average over the thickness is

\[
G(c)=\frac1a\left[1-\frac{lc}{at}\left(1-e^{-at/lc}\right)\right].
\]

The opposite direction gives the same average by symmetry. Each direction contributes in proportion to the square of its in-plane velocity, so the bulk conductivity \(ne\mu\) is replaced by \(ne\mu\int_0^1\tfrac32(1-c^2)\,G(c)\,dc\).

At zero field this lowers the mobilities to 254 and 179 cm²/Vs and raises the resistivity to 0.720 µΩ cm. At 9 T the MR is 3.54 %. The simple law with the reduced mobilities gives 3.69 %, about 4 % more than the full surface calculation. In this film, then, \(\mathrm{MR}/B^2\) gives roughly the product of the effective mobilities, not that of the bulk ones.

## Anisotropy and contact geometry

Suppose each carrier has two equally filled pockets with in-plane mobilities \(\mu_1,\mu_2\) along \(x,y\) and the reverse. Solving force balance for the first pocket gives a diagonal response \(\mu_1/(1+\mu_1\mu_2B^2)\); the crossed pocket has \(\mu_2\) on top. With mean mobility \(\mu\) and \(\mu_1\mu_2=\eta\mu^2\), each carrier contributes

\[
\sigma_{xx}=\frac{ne\mu}{1+\eta\mu^2B^2},\qquad
\sigma_{xy}=\pm\frac{ne\,\eta\mu^2B}{1+\eta\mu^2B^2},
\]

with plus for holes. At high field the leading Hall terms \(\pm ne/B\) cancel when the densities are equal, leaving a remainder of order \(B^{-3}\). The diagonal terms sum to \(ne(1/\mu_e+1/\mu_h)/(\eta B^2)\), so \(\rho(B)/\rho(0)\to\eta\mu_e\mu_hB^2\). In this model the growth stays quadratic because of compensation, not isotropy. Crossed pockets give electrons alone an MR too, but without holes to cancel the term \(ne/B\) it saturates, at \(1/\eta-1\). For a mobility ratio of 2, \(\eta=8/9\); the film, which is not at high field, has an MR of 4.40 % at unchanged mean mobilities.

The condition on the transverse current matters too. If contacts short the Hall field, the resistivity is \(1/\mathrm{Re}\,S\), and for \(n=p\)

\[
\frac{1}{\rho(0)\,\mathrm{Re}\,S}=1+x_B+\frac{(\mu_h-\mu_e)^2B^2}{1+x_B}.
\]

This gives 5.63 % for the film. Shorting the Hall field also gives a single carrier type an MR of \(\mu^2B^2\), as \(S\) for one carrier shows.

## The film beside real tungsten

Tungsten is a compensated metal, and the film's parameters are rough values meant for a good tungsten film at 4.2 K. They are not fitted to it: they give a negative Hall coefficient, whereas the one measured for tungsten at room temperature is positive. Real tungsten has several anisotropic pockets, so the two-carrier law is a guide only to the order of magnitude. The anisotropy assumed above moves the MR from 4.86 to 4.40 %, and a small mobile pocket matters more. Give 3 % of the holes a mobility of 1150 cm²/Vs, as small pockets with the same mean free path would have, and add their term to \(S\). The MR at 9 T becomes about 9 %, doubling the field multiplies it by 3.0 rather than four, and the two-carrier inversion returns mobilities of about 365 and 306 cm²/Vs in place of 300 and 200. At 300 K, with a rough resistivity of 6 µΩ cm and the density and mobility ratio held fixed, the MR scales as \(1/\rho(0)^2\): \(4.86\,\%\times(0.6242/6)^2\approx0.05\,\%\). Interconnect lines tens of nanometres wide lie outside the diffusive strip model. Their added surface and grain-boundary scattering lowers the mobilities, which in the bulk law makes the MR smaller still.

Quantum corrections are small for the two large pockets of the model. With the free-electron mass, the usual collision and temperature damping factors of quantum oscillations are \(9\times10^{-6}\) and 0.014. Small, light pockets, which tungsten also has, are damped far less. For an oscillation frequency of 600 to 900 T, a mass of 0.25 to 0.37 \(m_e\) and the same mean free paths, \(\mu B\) is near 1 and the factors are about 0.03 to 0.15 and 0.4 to 0.6. The weak-localization conductance scale \(e^2/(2\pi^2\hbar)\) is \(2\times10^{-7}\) of the sheet conductance.

## A clean crystal

Now raise both mobilities a thousandfold, as a model of a very pure bulk crystal, and keep 9 T. The ideal ratio \(\rho(B)/\rho(0)\) becomes \(1+270\times180\approx48{,}600\). With 1 % more holes than electrons, \(B_s=8.4\) T and the ratio is about 22,600, on its way to an MR of 42,100. In the film the same imbalance would put \(B_s\) a thousand times higher, far out of reach.

Edges matter more. Scale \(L_0\) with the mobilities to 200 µm and take a crystal 3 mm wide with equal densities. The width needed for the quadratic law must far exceed \(2L_0\sqrt{1+x_B}=88\) mm, so edge conduction dominates and the ratio falls to about 1,600. This fall relies on edge surfaces that neither recombine nor generate pairs, which is a demanding condition. If the outflow at an edge is \(s\Delta\), then \(s\) at 1 % of the ballistic scale \(2\times10^{14}\) S/m² already lifts the ratio to about 5,200. Surfaces that do both freely would hold \(\Delta=0\) at the edges, so that \(j=j_b\) everywhere and the quadratic law returns. Even for inert edges the value is an order-of-magnitude estimate: \(L\) is then 0.9 µm, close to the orbit radius \(\hbar k_F/(eB)=0.6\) µm, where a diffusive description is at its limit. Quantum oscillations, no longer suppressed by collisions, are also left out. The numerical output below lists the values for both cases.

## Table of computed values

```
FILM, bulk two-carrier law
density n = p: 2e+22 cm^-3
electron mobility: 300 cm2/Vs
hole mobility: 200 cm2/Vs
field B: 9 T
temperature: 4.2 K
mu_e B: 0.27
mu_h B: 0.18
rho(0): 0.6242 uOhm cm
rho(B): 0.6545 uOhm cm
rho(B)/rho(0) at 3 T: 1.00540
rho(B)/rho(0) at 6 T: 1.02160
rho(B)/rho(0) at 9 T: 1.04860
rho(B)/rho(0) at 18 T: 1.19440
Hall coefficient: -6.242e-05 cm3/C
hole current along y / total J: -0.108
recovered electron mobility: 300 cm2/Vs
recovered hole mobility: 200 cm2/Vs
recovered density: 2e+22 cm^-3
FILM, neglected effects
thickness: 400 nm
electron mean free path: 165.8 nm
hole mean free path: 110.5 nm
rho(0) with diffuse surfaces: 0.7197 uOhm cm
effective electron mobility: 254.3 cm2/Vs
effective hole mobility: 179.4 cm2/Vs
MR with diffuse surfaces: 3.544 %
MR from effective mobilities: 3.694 %
assumed recombination length L0: 200 nm
MR of strip 10 um wide: 4.661 %
MR of strip 1 um wide: 2.929 %
MR with in-plane mobility ratio 2: 4.396 %
MR with Hall field shorted: 5.632 %
Fermi energy, free mass: 2.687 eV
k_B T / Fermi energy: 0.0001347
cyclotron energy, free mass: 1.042 meV
oscillation damping, collisions: 8.846e-06
oscillation damping, temperature: 0.01443
weak-localization scale / conductance: 1.924e-07
rough resistivity at 300 K: 6 uOhm cm
MR at 300 K, same mobility ratio: 0.05259 %
CLEAN BULK CRYSTAL, mobilities 1000 times larger
rho(B)/rho(0), n = p, wide limit: 4.86e+04
rho(B)/rho(0), p = 1.01 n, wide limit: 2.258e+04
crossover field B_s, p = 1.01 n: 8.367 T
saturated MR ratio, p = 1.01 n: 4.208e+04
recombination length L0: 200 um
crystal width: 3 mm
rho(B)/rho(0), n = p, with edges: 1599
width scale 2 L0 sqrt(1+x): 88.18 mm
```
